# Infrared absorption of a thin polar film in oblique light

A flat film of a polar network solid, such as an interlayer dielectric, occupies $0<z<d$. Vacuum lies in front of it and a non-absorbing backing of permittivity $\varepsilon_3$ behind it. Light of frequency $\omega$ arrives from the vacuum at angle $\theta$ to the normal. The film is described by a local, isotropic dielectric function $\varepsilon(\omega)$, and all media are non-magnetic. The problem is to find what the film absorbs, at which frequencies, and why polarization matters.

The algebra uses Gaussian atomic units, in which $c=1/\alpha$ with $\alpha$ the fine-structure constant. Fields vary as $e^{-i\omega t}$, so an absorbing medium has $\operatorname{Im}\varepsilon>0$. The plane of incidence is $xz$. Write $k_0=\omega/c$ and $q=\sin\theta$; all fields vary along $x$ as $e^{ik_0qx}$, because the in-plane wave number is the same in every layer.

## (a) Where is the energy lost?

**For p polarization, with fields $E_x,E_z,H_y$, express the local loss of energy flux through the field components that are continuous at the film faces.**

**Solution.** Maxwell's equations are $\nabla\times\mathbf E=ik_0\mathbf H$ and $\nabla\times\mathbf H=-ik_0\mathbf D$. With $\partial_x\to ik_0q$, the $z$ and $x$ components of the second equation give

$$ik_0qH_y=-ik_0D_z\;\Rightarrow\; D_z=-qH_y,\qquad \partial_zH_y=ik_0\varepsilon E_x .$$

The $y$ component of the first is $\partial_zE_x-ik_0qE_z=ik_0H_y$. Inserting $E_z=D_z/\varepsilon=-qH_y/\varepsilon$ gives

$$\partial_zE_x=ik_0\left(1-\frac{q^2}{\varepsilon}\right)H_y .$$

Apart from the factor $c/8\pi$, the mean energy flux along $z$ is $\operatorname{Re}(E_xH_y^*)$. Its derivative is

$$\partial_z\operatorname{Re}(E_xH_y^*)=\operatorname{Re}\left[ik_0\left(1-\frac{q^2}{\varepsilon}\right)\right]|H_y|^2+\operatorname{Re}\left[-ik_0\varepsilon^*\right]|E_x|^2 .$$

Since $\operatorname{Re}(iw)=-\operatorname{Im}w$, the first coefficient is $k_0q^2\operatorname{Im}(1/\varepsilon)=-k_0q^2\operatorname{Im}(-1/\varepsilon)$. The second is $k_0\operatorname{Im}\varepsilon^*=-k_0\operatorname{Im}\varepsilon$. With $q^2|H_y|^2=|D_z|^2$,

$$-\partial_z\operatorname{Re}(E_xH_y^*)=k_0\left[\operatorname{Im}\varepsilon\,|E_x|^2+\operatorname{Im}\left(-\frac1\varepsilon\right)|D_z|^2\right].$$

No thinness has been assumed. Both terms are ordinary dissipation, $\operatorname{Im}\varepsilon$ times a squared electric field. For the normal component, $|E_z|^2=|D_z|^2/|\varepsilon|^2$ and $\operatorname{Im}\varepsilon/|\varepsilon|^2=\operatorname{Im}(-1/\varepsilon)$. The loss function appears because the surroundings fix $D_z$, not $E_z$, at the faces. Where $|\varepsilon|$ is small, the internal normal field is large.

## (b) What does a thin film absorb?

**Find the absorptance to first order in $d$. Specialize it to a free-standing film and to an ideal-metal backing, and compare with s polarization.**

**Solution.** Let the incident wave have $H_y=1$ at the film. In vacuum the equation for $\partial_zH_y$ gives $E_x=Z_1H_y$ with $Z_1=\cos\theta$. For the outgoing wave in the backing it gives $E_x=Z_3H_y$ with $Z_3=\sqrt{\varepsilon_3-q^2}/\varepsilon_3$. The incident flux is $Z_1$ in the units of part (a).

The absorbed flux already contains one factor $d$, from the integral over the film. The fields in it are therefore needed only at zeroth order, that is, at the bare vacuum–backing interface. The reflected wave has the opposite sign of $E_x/H_y$, so continuity of $H_y$ and $E_x$ requires

$$1+r=t,\qquad Z_1(1-r)=Z_3t .$$

Multiplying the first equation by $Z_1$ and adding the second gives $t=2Z_1/(Z_1+Z_3)$. In the film $E_x=Z_3t$ and $D_z=-qt$. Dividing the absorbed flux by $Z_1$,

$$A_p=\frac{4k_0d\,Z_1}{|Z_1+Z_3|^2}\left[|Z_3|^2\operatorname{Im}\varepsilon+q^2\operatorname{Im}\left(-\frac1\varepsilon\right)\right].$$

For a free-standing film $Z_3=Z_1=\cos\theta$, and

$$A_p=k_0d\left[\cos\theta\operatorname{Im}\varepsilon+\frac{\sin^2\theta}{\cos\theta}\operatorname{Im}\left(-\frac1\varepsilon\right)\right].$$

An ideal metal has $Z_3\to0$. The parallel term vanishes, and the normal term becomes $4k_0d(\sin^2\theta/\cos\theta)\operatorname{Im}(-1/\varepsilon)$. The factor four arises because the reflected wave doubles $H_y$, and hence $D_z$.

In s polarization the electric field $E_y$ is parallel to the faces and continuous. For a free-standing film it equals the incident field at zeroth order. The dissipation is $k_0d\operatorname{Im}\varepsilon\,|E_y|^2$ and the incident flux is $\cos\theta\,|E_y|^2$, so $A_s=k_0d\operatorname{Im}\varepsilon/\cos\theta$. It has no loss-function term. The same term vanishes in p polarization at normal incidence, where $q=0$.

These laws hold when the film changes the fields little. For a free-standing film in p polarization it is sufficient that both $k_0d|\varepsilon|\cos\theta$ and $k_0d|1-q^2/\varepsilon|/\cos\theta$ are small. The second condition fails near grazing incidence, and may fail where $\varepsilon$ nearly vanishes. Part (e) treats that case. In s polarization the corresponding small quantities are $k_0d\cos\theta$ and $k_0d|\varepsilon-q^2|/\cos\theta$; the second can be large near $\omega_{TO}$ at oblique incidence even when the p-polarized law holds.

## (c) At which frequencies does a single vibration absorb?

**Let $\varepsilon=\varepsilon_\infty+S/(\omega_{TO}^2-\omega^2-i\gamma\omega)$ with real, constant $\varepsilon_\infty$. Locate the maxima of the two terms for a free-standing film and compare their heights.**

**Solution.** Define $D_T=\omega_{TO}^2-\omega^2-i\gamma\omega$ and $D_L=D_T+S/\varepsilon_\infty$. Then $\varepsilon=\varepsilon_\infty D_L/D_T$, and

$$-\frac1\varepsilon=-\frac{1}{\varepsilon_\infty}\frac{D_L-S/\varepsilon_\infty}{D_L}=-\frac1{\varepsilon_\infty}+\frac{S}{\varepsilon_\infty^2D_L}.$$

The denominator is that of an oscillator with the same damping and a higher frequency:

$$D_L=\omega_{LO}^2-\omega^2-i\gamma\omega,\qquad \omega_{LO}^2=\omega_{TO}^2+\frac{S}{\varepsilon_\infty}.$$

Without damping, $\varepsilon(\omega_{LO})=0$. This is the longitudinal frequency, at which a bulk electric field can exist with $\mathbf D=0$.

Because $k_0=\omega/c$, the absorption contains $\omega\operatorname{Im}(-1/\varepsilon)$. Taking the imaginary part and dividing numerator and denominator by $\omega^2$,

$$\omega\operatorname{Im}\left(-\frac1\varepsilon\right)=\frac{S}{\varepsilon_\infty^2}\,\frac{\gamma}{(\omega_{LO}^2/\omega-\omega)^2+\gamma^2}.$$

The maximum is at $\omega_{LO}$ for any $\gamma$ in this model, with height $S/(\varepsilon_\infty^2\gamma)$. Half height occurs where $\omega_{LO}^2/\omega-\omega=\pm\gamma$. The positive roots are $\sqrt{\omega_{LO}^2+\gamma^2/4}\mp\gamma/2$, so the full width is $\gamma$.

The same steps give $\omega\operatorname{Im}\varepsilon=S\gamma/[(\omega_{TO}^2/\omega-\omega)^2+\gamma^2]$, with height $S/\gamma$ at $\omega_{TO}$. Including the angular factors of part (b), the ratio of the normal term at its peak to the parallel term at its peak is

$$\frac{\sin^2\theta/(\cos\theta\,\varepsilon_\infty^2)}{\cos\theta}=\frac{\tan^2\theta}{\varepsilon_\infty^2}.$$

When $\gamma\ll\omega_{LO}-\omega_{TO}$, the two terms overlap little. A thin free-standing film in obliquely incident p-polarized light then shows a transverse and a longitudinal peak, nearly equal in height when $\tan\theta=\varepsilon_\infty$. The maximum of the total absorption near $\omega_{LO}$ is displaced slightly by the sloping tail of the parallel term.

In this local description the light does not launch a bulk longitudinal wave. Such a wave has $\nabla\times\mathbf E=0$, hence $\mathbf H=0$, whereas the absorption found here is driven by $D_z=-qH_y\neq0$. What responds is the nearly uniform polarization of the film along its normal.

## (d) What happens when the network has several vibrations?

**Let vibration $j$ have transverse frequency $\omega_j$, coupling $s_j$ to the field and common damping $\gamma$. Find the longitudinal frequencies and their weights.**

**Solution.** Scale the vibrational amplitudes $u_j$ so that

$$(\omega_j^2-\omega^2-i\gamma\omega)u_j=s_jE,\qquad D=\varepsilon_\infty E+\sum_js_ju_j .$$

If $E$ is prescribed, as for the parallel component, the vibrations respond independently and $\varepsilon=\varepsilon_\infty+\sum_js_j^2/(\omega_j^2-\omega^2-i\gamma\omega)$. For the normal component $D$ is prescribed, and $E=(D-\sum_js_ju_j)/\varepsilon_\infty$. The second part is the depolarizing field of the surface charges. It opposes the polarization and couples the vibrations:

$$\sum_j\left[M_{ij}-(\omega^2+i\gamma\omega)\delta_{ij}\right]u_j=\frac{s_iD}{\varepsilon_\infty},\qquad M_{ij}=\omega_i^2\delta_{ij}+\frac{s_is_j}{\varepsilon_\infty}.$$

Let $M$ have eigenvalues $\Omega_k^2$ and orthonormal eigenvectors $\mathbf v_k$. Expanding $\mathbf u$ in these vectors gives

$$\mathbf u=\frac{D}{\varepsilon_\infty}\sum_k\frac{(\mathbf s\cdot\mathbf v_k)\,\mathbf v_k}{\Omega_k^2-\omega^2-i\gamma\omega}.$$

Substitution into $1/\varepsilon=E/D=1/\varepsilon_\infty-\mathbf s\cdot\mathbf u/(\varepsilon_\infty D)$ yields

$$-\frac1\varepsilon=-\frac1{\varepsilon_\infty}+\frac1{\varepsilon_\infty^2}\sum_k\frac{(\mathbf s\cdot\mathbf v_k)^2}{\Omega_k^2-\omega^2-i\gamma\omega}.$$

The longitudinal frequencies are the $\Omega_k$. For one vibration, $M=\omega_{TO}^2+S/\varepsilon_\infty$, as in part (c). The total weight is fixed, since $\sum_k(\mathbf s\cdot\mathbf v_k)^2=|\mathbf s|^2$, but its distribution changes.

Two vibrations with $s_1,s_2>0$ show how. The first row of the eigenvalue equation gives $v_2/v_1=(\Omega^2-M_{11})/M_{12}$ with $M_{12}>0$. The upper eigenvalue exceeds $M_{11}$ and the lower one is below it. In the upper mode the two dipoles therefore add, and in the lower mode they oppose each other. A weak longitudinal peak need not come from a weak transverse vibration.

If the dampings differ, the damping matrix is no longer proportional to the identity, and these real eigenvectors do not diagonalize the full response.

## (e) How large can the absorption become?

**The first-order law grows without limit as $\gamma\to0$ at $\omega_{LO}$. Find what limits it, for a free-standing film and for an ideal-metal backing.**

**Solution.** The film also radiates, and this reaction must be kept. Use the mean of the two face values as the driving field, with $\Delta$ denoting back face minus front face:

$$\Delta E_x=ik_0d\left(1-\frac{q^2}{\varepsilon}\right)\bar H_y,\qquad \Delta H_y=ik_0d\,\varepsilon\,\bar E_x .$$

The error can be found from a solution even about the midplane, $H_y=\cos\kappa(z-d/2)$ with $\kappa^2=k_0^2(\varepsilon-q^2)$. It has $\Delta E_x/\bar H_y=2i(\kappa/k_0\varepsilon)\tan(\kappa d/2)$. Since $\tan x\approx x+x^3/3$, this is the sheet value times $1+\kappa^2d^2/12$. The odd solution gives the same factor for $\Delta H_y/\bar E_x$. The correction stays small when $\varepsilon\to0$, where the first-order law may fail.

For the free-standing film put $Z=\cos\theta$. The front fields are $H_y=1+r$ and $E_x=Z(1-r)$; the back fields are $t$ and $Zt$. With

$$b=\frac{k_0d}{2Z}\left(1-\frac{q^2}\varepsilon\right),\qquad a=\frac{k_0d\,\varepsilon Z}{2},$$

the two conditions become $t+r-1=ib(1+t+r)$ and $t-r-1=ia(1+t-r)$, so

$$t+r=\frac{1+ib}{1-ib},\qquad t-r=\frac{1+ia}{1-ia}.$$

Now $|t|^2+|r|^2=\tfrac12(|t+r|^2+|t-r|^2)$, and $|1-ib|^2-|1+ib|^2=4\operatorname{Im}b$. Therefore

$$A=1-|r|^2-|t|^2=\frac{2\operatorname{Im}b}{|1-ib|^2}+\frac{2\operatorname{Im}a}{|1-ia|^2}.$$

The numerators are the two first-order terms; the denominators contain the radiation reaction. For the single vibration of part (c),

$$b=b_0+\frac{\omega\Gamma}{D_L},\qquad b_0=\frac{k_0d}{2Z}\left(1-\frac{q^2}{\varepsilon_\infty}\right),\qquad \Gamma=\frac{d\,S\sin^2\theta}{2c\,\varepsilon_\infty^2\cos\theta}.$$

When $b_0\ll1$ it can be dropped. Then $1-ib=(D_L-i\omega\Gamma)/D_L$ and $\operatorname{Im}b=\gamma\Gamma\omega^2/|D_L|^2$, and the normal channel absorbs

$$A_n=\frac{2\gamma\Gamma\omega^2}{(\omega_{LO}^2-\omega^2)^2+\omega^2(\gamma+\Gamma)^2}.$$

$\Gamma$ is the radiative width. The peak is $2\gamma\Gamma/(\gamma+\Gamma)^2$ and the full width is $\gamma+\Gamma$. Since $(\gamma+\Gamma)^2\ge4\gamma\Gamma$, the peak is at most $1/2$, reached at $\Gamma=\gamma$. The first-order law needs $\Gamma\ll\gamma$. The bound of one half is for the normal channel alone; the parallel channel adds to it. For a broad band, $\Gamma=\gamma$ may need a film too thick for $b_0\ll1$. With the parameters of part (f) and $\hbar\gamma=0.008$ eV it needs about 7000 Å, where $b_0\approx0.33$ and the parallel channel adds about 0.09, so the total exceeds one half.

On an ideal metal $E_x=0$ at the back face. The mean of $E_x$ is then half its front value, and the two sheet conditions give a relative change of $H_y$ across the film of order $k_0^2d^2|\varepsilon-q^2|$. When this is small, $\bar H_y\approx1+r$, so $-Z(1-r)=2iZb(1+r)$. Hence $r=(1+2ib)/(1-2ib)$ and

$$A=1-|r|^2=\frac{8\operatorname{Im}b}{|1-2ib|^2}\;\longrightarrow\;\frac{8\gamma\Gamma}{(\gamma+2\Gamma)^2}\quad\text{at }\omega_{LO}.$$

The radiative width is now $2\Gamma$. This formula keeps only the normal channel. Since $E_x$ vanishes at the back face, inside the film it is at most of order $k_0d\,|1-q^2/\varepsilon|\,|H_y|$. The parallel loss on the metal is therefore of order $k_0^3d^3|1-q^2/\varepsilon|^2\operatorname{Im}\varepsilon$; it is negligible at $\omega_{LO}$ here, but can exceed the normal loss at a sharp transverse resonance. With no transmitted wave, absorption can reach one, at $2\Gamma=\gamma$.

## (f) What are the magnitudes?

**Evaluate the results for $\varepsilon_\infty=2$, $\hbar\omega_{TO}=0.130$ eV, $\hbar\sqrt S=0.110$ eV, $\hbar\gamma=0.008$ eV, $d=100$ Å and $\theta=60^\circ$. Then examine a sharper band and a two-vibration network.**

**Solution.** These are round model parameters. The reference values, called full-slab values below, come from matching plane waves at both faces of the model film. The longitudinal energy is

$$\hbar\omega_{LO}=\sqrt{0.130^2+0.110^2/2}\ \text{eV}=0.15149\ \text{eV},$$

or 0.0055672 hartree. There $k_0d=0.007677$, $\operatorname{Im}\varepsilon=0.3852$ and $\operatorname{Im}(-1/\varepsilon)=2.496$. For the free-standing film,

$$A_p\approx0.007677\,(0.5\times0.3852+1.5\times2.496)=0.0302 .$$

The full-slab value is 0.0294, of which 0.0279 is normal and 0.0015 parallel. The first-order result is 2.8% too high relative to the full-slab value. Radiation explains this: $\hbar\Gamma=1.15\times10^{-4}$ eV, so $\Gamma/\gamma=0.0144$, and the normal term $0.02874$ is reduced to $0.02874/(1.0144)^2=0.0279$. At $\omega_{TO}$ the roles are reversed, with 0.0369 parallel and 0.0008 normal.

The total maximum lies at 0.15146 eV, about 0.04 meV below $\hbar\omega_{LO}$. The formula of part (c) gives the parallel tail a slope of about $-0.12$ per eV at this point. A peak of height $A_n$ and width $w$ is displaced by a slope $g$ through $gw^2/(8A_n)$. With $w=0.0081$ eV this is about $-0.04$ meV, which accounts for the shift.

To test the cause of the peak, the normal permittivity was held at $\varepsilon_\infty$ while the parallel one was left unchanged. The absorptance at $\omega_{LO}$ fell to 0.0015, the parallel part alone. Between 0.142 and 0.160 eV this control spectrum and the s-polarized spectrum both decrease steadily, while the original p-polarized spectrum has a maximum.

The backing matters. With $\varepsilon_3=12$ the absorptance at $\omega_{LO}$ is 0.046, and on a nearly ideal metal it is 0.109. At $\omega_{TO}$ the metal-backed film absorbs 0.0033, which is the tail of the loss function: $4k_0d\times1.5\times0.0835$ with $k_0d=0.00659$. These are losses in the film on a lossless backing. A real metal absorbs about $4\operatorname{Re}Z_3/\cos\theta$ itself, which can exceed this tail.

Now take a sharper band, $\hbar\gamma=0.0005$ eV, a width more typical of a good polar crystal than of a disordered dielectric. The condition $\Gamma=\gamma$ gives $d=100\times0.0005/(1.15\times10^{-4})\approx435$ Å. The full-slab peak is 0.5004 and the full width 0.0010 eV, twice the material damping. The excess over one half is the parallel channel. At $\omega_{LO}$, $\operatorname{Im}\varepsilon\approx\varepsilon_\infty^2\gamma\omega_{LO}/S=0.025$, which contributes $k_0d\cos\theta\operatorname{Im}\varepsilon\approx0.0004$. On the metal, half the thickness, 217 Å, gives a peak of 1.000. A real metal takes a share of the absorbed energy, so complete absorption in the film alone belongs to the ideal backing.

For the network take transverse energies 0.130 and 0.143 eV, $\hbar s_j=0.100$ and 0.040 eV, and $\hbar\gamma=0.001$ eV. In eV²,

$$M=\begin{pmatrix}0.02190&0.00200\\0.00200&0.02125\end{pmatrix}.$$

The square roots of its eigenvalues are 0.1398 and 0.1536 eV. The full-slab spectrum of a 10 Å film on the metal has two maxima, both within 0.03 meV of these energies. The absence of transverse maxima belongs to the nearly ideal backing. A real metal with $|\varepsilon_3|$ of a few thousand has $|Z_3|\approx0.015$. At 0.130 eV the parallel term $|Z_3|^2\operatorname{Im}\varepsilon\approx0.017$ then exceeds $q^2\operatorname{Im}(-1/\varepsilon)\approx0.010$, and a weak transverse maximum returns. A real layer this thin has only a few atomic planes, so the agreement tests the formula within the local model and does not predict a measured spectrum. The lower vibration carries 86% of the transverse strength, but the lower longitudinal mode carries 10% of the longitudinal weight. Reading the strengths of network vibrations directly from the longitudinal peaks would invert their order here.

These numbers assume smooth faces and a uniform, isotropic film with a local response. Roughness, orientation of the network near an interface, or a graded composition would require a different $\varepsilon$ or a different geometry. The remaining values are in the numerical output.

## Computed results

```
High-frequency permittivity: 2.0
TO energy: 0.130 eV
Oscillator strength, square root: 0.110 eV
Damping energy: 0.008 eV
Film thickness: 100.0 angstrom
Angle of incidence: 60.0 degree
LO energy: 0.15149 eV
LO energy, converted: 0.0055672 hartree
Width of weighted loss peak: 0.00800 eV
k0*d at LO: 0.007677
Re eps at LO: 0.07716
Im eps at LO: 0.38518
Im(-1/eps) at LO: 2.49600
Im eps at TO: 11.63462
Im(-1/eps) at TO: 0.08348
Parallel absorptance at TO: 0.036898
Normal absorptance at TO: 0.000824
Parallel absorptance at LO: 0.001476
Normal absorptance at LO: 0.027934
Exact p absorptance at LO: 0.029411
Linear-law p absorptance at LO: 0.030222
Sheet-law p absorptance at LO: 0.029411
Reflectance at LO: 2.013e-04
Exact s absorptance at LO: 0.005879
p absorptance at LO, normal resonance removed: 0.001476
Exact p peak energy near LO: 0.151456 eV
Exact p peak absorptance near LO: 0.029413
Radiative width of example: 1.150e-04 eV
Largest relative error of sheet law: 6.28e-05
Dielectric backing permittivity: 12.0
Absorptance at LO, dielectric backing: 0.046365
Absorptance at LO, ideal-metal backing: 0.108628
Absorptance at TO, ideal-metal backing: 0.003303
LO/TO peak ratio, formula: 0.7500
LO/TO peak ratio, exact sharp 1-angstrom film: 0.7512
Angle for equal LO and TO terms: 63.43 degree
Sharp-band damping: 0.0005 eV
Critical thickness, free-standing: 434.9 angstrom
Peak absorptance there: 0.5004
Full width there: 0.001001 eV
Critical thickness, metal-backed: 217.4 angstrom
Peak absorptance there, metal-backed: 1.0000
Full width there, metal-backed: 0.001000 eV
Network damping: 0.001 eV
Network TO energy 1: 0.130 eV
Network strength 1, square root: 0.100 eV
Network TO strength fraction 1: 0.8621
Network LO energy 1: 0.13981 eV
Network LO weight fraction 1: 0.1015
Metal-backed absorption maximum 1: 0.13982 eV
Network TO energy 2: 0.143 eV
Network strength 2, square root: 0.040 eV
Network TO strength fraction 2: 0.1379
Network LO energy 2: 0.15363 eV
Network LO weight fraction 2: 0.8985
Metal-backed absorption maximum 2: 0.15363 eV
```
